# Debugging a numerical check: Why a low average force error does not certify a reaction barrier

```python
# Result under test: a force error averaged over equilibrium data bounds a
# barrier error only through the factor A = sqrt(integral dx/p) taken from the
# minimum to the saddle, which grows like exp(barrier/(2 kT)).
# Symbols: x path coordinate (nm), V reference energy (eV), p test density (1/nm),
# energy error = surrogate minus reference, force error = -d(energy error)/dx.
# Model: V = barrier*(1-(x/c)^2)^2, minima at -c and +c, saddle at 0.
# Surrogate A: ripple everywhere. Surrogate B: ripple/10 plus saddle softening.
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, quad
from scipy.linalg import solveh_banded

barrier, c, temperature = 1.0, 0.2, 600.0
mass_u = 35.5
ripple_amp, ripple_length = 0.005, 0.08
soft_depth, soft_power = 0.2, 4
frames, path_fraction = 10000, 0.1
k_ev = const.k / const.e
kT = k_ev * temperature
q = 2 * np.pi / ripple_length


def potential(x):
    return barrier * (1 - (x / c) ** 2) ** 2


def ripple(x, amp):
    return amp * np.cos(q * x)


def softening(x):
    inside = np.abs(x) < c
    return np.where(inside, -soft_depth * (potential(x) / barrier) ** soft_power, 0.0)


def force_error_a(x):
    return ripple_amp * q * np.sin(q * x)


def force_error_b(x):
    slope = -4 * barrier * (1 - (x / c) ** 2) * x / c**2
    soft = (soft_depth * soft_power / barrier
            * (potential(x) / barrier) ** (soft_power - 1) * slope)
    return 0.1 * force_error_a(x) + np.where(np.abs(x) < c, soft, 0.0)


x = np.linspace(-0.4, 0.4, 80001)
i_min, i_sad = 20000, 40000
path = slice(i_min, i_sad + 1)
V = potential(x)
err_a = ripple(x, ripple_amp)
err_b = ripple(x, 0.1 * ripple_amp) + softening(x)
f_a, f_b = -np.gradient(err_a, x), -np.gradient(err_b, x)


def partition(t):
    return simpson(np.exp(-V / (k_ev * t)), x=x)


def amplification(t):
    return np.sqrt(partition(t) * simpson(np.exp(V[path] / (k_ev * t)), x=x[path]))


Z = partition(temperature)
p = np.exp(-V / kT) / Z


def rms(force, weight):
    return np.sqrt(simpson(weight * force**2, x=x))


eps_a, eps_b = rms(f_a, p), rms(f_b, p)
mae_a, mae_b = (simpson(p * np.abs(f), x=x) for f in (f_a, f_b))


# Relaxed barriers: each surrogate's own lowest and highest points
def relaxed_barrier(energy):
    well = energy[x < -c / 2].min()
    top = energy[np.abs(x) < c / 2].max()
    return top - well


def stationary_count(energy):
    step = np.sign(np.diff(energy[np.abs(x) < 0.3]))
    step = step[step != 0]
    return int(np.sum(step[1:] != step[:-1]))


db_a = relaxed_barrier(V + err_a) - relaxed_barrier(V)
db_b = relaxed_barrier(V + err_b) - relaxed_barrier(V)
assert stationary_count(V + err_a) == 3 and stationary_count(V + err_b) == 3
assert eps_a > 5 * eps_b and abs(db_b) > 10 * abs(db_a)

# Line integral of the force error reproduces the barrier error
for force, shift in ((f_a, db_a), (f_b, db_b)):
    assert abs(-simpson(force[path], x=x[path]) - shift) < 1e-5

# Second-order effect of moving stationary points, on an error that moves them
k_well, k_saddle = 8 * barrier / c**2, 4 * barrier / c**2
curvature = np.gradient(np.gradient(V, x), x)
assert abs(curvature[i_min] / k_well - 1) < 1e-3
assert abs(-curvature[i_sad] / k_saddle - 1) < 1e-3
tilt = 0.01 * np.sin(13 * x + 0.5)
f_tilt = -np.gradient(tilt, x)
extra = relaxed_barrier(V + tilt) - barrier - (tilt[i_sad] - tilt[i_min])
predicted = f_tilt[i_sad]**2 / (2 * k_saddle) + f_tilt[i_min]**2 / (2 * k_well)
assert abs(extra / predicted - 1) < 0.03

# Smallest force error that hides a given barrier error, by direct minimisation
amp = amplification(temperature)
cells = 400
h = c / cells
mid = -c + h * (np.arange(cells) + 0.5)
g = np.exp(-potential(mid) / kT) / Z / h
bands = np.zeros((2, cells - 1))
bands[1] = g[:-1] + g[1:]
bands[0, 1:] = -g[1:-1]
rhs = np.zeros(cells - 1)
rhs[-1] = g[-1] * soft_depth
nodes = np.concatenate(([0.0], solveh_banded(bands, rhs), [soft_depth]))
eps_hidden = np.sqrt(np.sum(g * np.diff(nodes) ** 2))
assert abs(eps_hidden * amp / soft_depth - 1) < 1e-3

# Low-temperature law for the factor; its relative error must shrink with kT
temps = (300.0, 600.0, 1200.0)
amps = [amplification(t) for t in temps]
deviations = []
for t, value in zip(temps, amps):
    kt = k_ev * t
    law = (np.sqrt(2 * np.pi * kt / np.sqrt(k_well * k_saddle))
           * np.exp(barrier / (2 * kt)))
    deviations.append(abs(value / law - 1))
    assert deviations[-1] < 0.5 * kt / barrier
assert deviations[0] < deviations[1] < deviations[2]

# Mean absolute error: narrow errors at the saddle approach the factor 1/p(saddle)
amp_abs = 1 / p[i_sad]
shares = []
for width in (0.05, 0.01, 0.002):
    weight = quad(lambda y: np.exp(-potential(y) / kT) / Z, -width, 0,
                  epsabs=0, epsrel=1e-10)[0]
    shares.append(width / weight / amp_abs)
assert shares[0] < shares[1] < shares[2] < 1 and shares[2] > 0.999

# Path frames and mixed test sets
path_a, path_b = (np.sqrt(simpson(f[path]**2, x=x[path]) / c) for f in (f_a, f_b))
assert abs(db_a) <= c * path_a and abs(db_b) <= c * path_b and path_b > path_a
p_mix = (1 - path_fraction) * p[path] + path_fraction / c
amp_mix = np.sqrt(simpson(1 / p_mix, x=x[path]))
amp_mix_bound = c / np.sqrt(path_fraction)
assert 0.7 < amp_mix / amp_mix_bound <= 1
mix_a, mix_b = (np.sqrt((1 - path_fraction) * e**2 + path_fraction * r**2)
                for e, r in ((eps_a, path_a), (eps_b, path_b)))
assert abs(db_a) <= mix_a * amp_mix_bound and abs(db_b) <= mix_b * amp_mix_bound

# Weight of the upper half of the barrier, and sampled test sets (Metropolis)
upper = (V > barrier / 2) & (np.abs(x) < c)
p_upper = simpson(np.where(upper, p, 0.0), x=x)
edge = x[upper][0]
share_upper = 1 - float(softening(edge)) / float(softening(0.0))
miss = np.exp(-frames * p_upper)
rng = np.random.default_rng(7)
walkers = np.where(np.arange(frames) % 2 == 0, -c, c).astype(float)
energy = potential(walkers)
ms_a, ms_b, empty = [], [], []
for step in range(1, 4201):
    trial = walkers + 0.04 * (2 * rng.random(frames) - 1)
    trial_energy = potential(trial)
    accept = np.log(1 - rng.random(frames)) < (energy - trial_energy) / kT
    walkers = np.where(accept, trial, walkers)
    energy = np.where(accept, trial_energy, energy)
    if step > 200 and step % 20 == 0:
        ms_a.append(np.mean(force_error_a(walkers) ** 2))
        ms_b.append(np.mean(force_error_b(walkers) ** 2))
        empty.append(not np.any((energy > barrier / 2) & (np.abs(walkers) < c)))
assert abs(np.sqrt(np.mean(ms_a)) / eps_a - 1) < 0.02
assert abs(np.sqrt(np.mean(ms_b)) / eps_b - 1) < 0.05  # rare frames: wider noise
assert abs(np.mean(empty) - miss) < 0.12  # five standard errors of 200 sets

# Classical transition-state hop rates
mass = mass_u * const.atomic_mass


def hop_rate(surface):
    speed = np.sqrt(const.k * temperature / (2 * np.pi * mass)) * 1e9
    left = slice(0, i_sad + 1)
    return speed * np.exp(-surface[i_sad] / kT) / simpson(
        np.exp(-surface[left] / kT), x=x[left])


rate, rate_a, rate_b = (hop_rate(s) for s in (V, V + err_a, V + err_b))
omega_well, omega_sad = (np.sqrt(k * const.e * 1e18 / mass) for k in (k_well, k_saddle))
assert abs(rate / (omega_well / (2 * np.pi) * np.exp(-barrier / kT)) - 1) < 0.03
assert abs(rate_b / rate / np.exp(-db_b / kT) - 1) < 0.05


# Two dimensions: a logarithmic bump in a uniformly sampled disc
def bump_rms(height, radius, core):
    def bump(px, py):
        r = max(np.hypot(px, py), core)
        return height * np.log(radius / r) / np.log(radius / core)

    def integrand(log_r):
        r = np.exp(log_r)
        px, py, d = 0.6 * r, 0.8 * r, 1e-4 * r
        gx = (bump(px + d, py) - bump(px - d, py)) / (2 * d)
        gy = (bump(px, py + d) - bump(px, py - d)) / (2 * d)
        return 2 * np.pi * r**2 * (gx**2 + gy**2)
    total = quad(integrand, np.log(core), np.log(radius), limit=200)[0]
    return np.sqrt(total / (np.pi * radius**2))


disc = 0.1
core_ratios = (1e-1, 1e-3, 1e-6)
bumps = [bump_rms(soft_depth, disc, disc * r) for r in core_ratios]
for r, value in zip(core_ratios, bumps):
    formula = np.sqrt(2 * soft_depth**2 / (disc**2 * np.log(1 / r)))
    assert abs(value / formula - 1) < 1e-3
assert bumps[0] > bumps[1] > bumps[2]

# Size of neglected effects
hbar_well, hbar_sad = (const.hbar * w / const.e for w in (omega_well, omega_sad))
wigner = 1 + (hbar_sad / kT) ** 2 / 24
half = hbar_well / (2 * kT)
broadening = half / np.tanh(half)
loose = p * np.where(np.abs(x) < c, 4.0 ** (V / barrier), 1.0)
loose /= simpson(loose, x=x)
loose_a, loose_b = rms(f_a, loose), rms(f_b, loose)
loose_upper = simpson(np.where(upper, loose, 0.0), x=x)
assert loose_a > 5 * loose_b and wigner < 1.05 and broadening < 1.05

print(f"barrier {barrier:.2f} eV, site distance {2*c:.2f} nm, T {temperature:.0f} K")
print(f"kT {kT:.5f} eV, barrier/kT {barrier/kT:.2f}, mass {mass_u} u")
print(f"curvature: well {k_well:.0f}, saddle {k_saddle:.0f} eV/nm2")
print(f"ripple A: {ripple_amp*1e3:.1f} meV, wavelength {ripple_length} nm")
print(f"softening B: depth {soft_depth} eV, power {soft_power}")
print(f"equilibrium force RMSE A: {eps_a:.4f} eV/nm = {eps_a*100:.2f} meV/angstrom")
print(f"equilibrium force RMSE B: {eps_b:.4f} eV/nm = {eps_b*100:.2f} meV/angstrom")
print(f"RMSE ratio A/B: {eps_a/eps_b:.2f}")
print(f"equilibrium force MAE A, B: {mae_a:.4f}, {mae_b:.4f} eV/nm")
print(f"barrier error A: {db_a:+.4f} eV")
print(f"barrier error B: {db_b:+.4f} eV")
print(f"hop rate, reference: {rate:.3e} 1/s, waiting time {1e6/rate:.1f} us")
print(f"hops expected in 1 ns: {rate*1e-9:.2e}")
print(f"rate ratio to reference A, B: {rate_a/rate:.3f}, {rate_b/rate:.2f}")
for t, value, dev in zip(temps, amps, deviations):
    print(f"factor A at {t:.0f} K: {value:.4g} nm (law off by {100*dev:.2f} %)")
print(f"guarantee from RMSE at {temperature:.0f} K, A: {eps_a*amp:.1f} eV")
print(f"guarantee from RMSE at {temperature:.0f} K, B: {eps_b*amp:.1f} eV")
print(f"least RMSE hiding {soft_depth} eV: formula {soft_depth/amp:.4e} eV/nm")
print(f"least RMSE hiding {soft_depth} eV: minimised {eps_hidden:.4e} eV/nm")
print(f"RMSE needed to guarantee 0.05 eV: {0.05/amp:.2e} eV/nm")
print(f"factor for mean absolute error: {amp_abs:.3e} nm")
print(f"moved stationary points: extra {extra*1e6:.2f}, law {predicted*1e6:.2f} ueV")
print(f"upper half of barrier begins at x = {edge:.4f} nm")
print(f"share of softening error built up there: {100*share_upper:.2f} %")
print(f"equilibrium weight of upper half: {p_upper:.3e}")
print(f"frames expected there out of {frames}: {frames*p_upper:.3f}")
print(f"chance of none: {miss:.3f}; sampled, {len(empty)} sets: {np.mean(empty):.3f}")
print(f"sampled RMSE A, all sets: {np.sqrt(np.mean(ms_a)):.4f} eV/nm")
print(f"sampled RMSE B, all sets: {np.sqrt(np.mean(ms_b)):.4f} eV/nm")
print(f"median RMSE B of one set: {np.sqrt(np.median(ms_b)):.4f} eV/nm")
print(f"path force RMSE A, B: {path_a:.4f}, {path_b:.4f} eV/nm")
print(f"path guarantee A, B: {c*path_a:.4f}, {c*path_b:.4f} eV")
print(f"path frames in mixed set: {100*path_fraction:.0f} %")
print(f"mixed-set RMSE A, B: {mix_a:.4f}, {mix_b:.4f} eV/nm")
print(f"mixed-set factor: {amp_mix:.4f} nm, simple bound {amp_mix_bound:.4f} nm")
print(f"mixed guarantee A, B: {mix_a*amp_mix_bound:.4f}, {mix_b*amp_mix_bound:.4f} eV")
for r, value in zip(core_ratios, bumps):
    print(f"2D bump {soft_depth} eV, R {disc} nm, r0/R {r:.0e}: RMSE {value:.3f} eV/nm")
print(f"neglected: tunnelling factor {wigner:.4f}")
print(f"neglected: zero-point energy in well {hbar_well/2*1e3:.2f} meV")
print(f"neglected: quantum/classical variance in well {broadening:.4f}")
print(f"neglected: fourfold looser saddle = {kT*np.log(4):.4f} eV free energy")
print(f"  then RMSE A, B: {loose_a:.4f}, {loose_b:.4f} eV/nm")
print(f"  then weight of upper half: {loose_upper:.3e}")
print("no test failed")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 143, in <module>
    assert shares[0] < shares[1] < shares[2] < 1 and shares[2] > 0.999
                                                     ^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The formula for the mean absolute error was right, but the test's narrowest error, 0.002 nm wide, was too wide for the demanded agreement. Over a width w next to the saddle the factor falls short of its limit by about k_s w²/(6kT), which is 0.0013 here and exceeds the allowed 0.001. The narrowest width is now 0.001 nm with the tolerance unchanged, and a new test checks that the shortfall follows this law within 1 %. No other test or case is changed.

Repair:

```diff
@@ -134,12 +134,16 @@
 assert deviations[0] < deviations[1] < deviations[2]
 
-# Mean absolute error: narrow errors at the saddle approach the factor 1/p(saddle)
+# Mean absolute error: narrow errors at the saddle approach the factor 1/p(saddle),
+# with a shortfall quadratic in their width
 amp_abs = 1 / p[i_sad]
+widths = (0.05, 0.01, 0.001)
 shares = []
-for width in (0.05, 0.01, 0.002):
+for width in widths:
     weight = quad(lambda y: np.exp(-potential(y) / kT) / Z, -width, 0,
                   epsabs=0, epsrel=1e-10)[0]
     shares.append(width / weight / amp_abs)
 assert shares[0] < shares[1] < shares[2] < 1 and shares[2] > 0.999
+shortfall_law = k_saddle * widths[2] ** 2 / (6 * kT)
+assert abs((1 - shares[2]) / shortfall_law - 1) < 0.01
 
 # Path frames and mixed test sets
@@ -252,4 +256,5 @@
 print(f"RMSE needed to guarantee 0.05 eV: {0.05/amp:.2e} eV/nm")
 print(f"factor for mean absolute error: {amp_abs:.3e} nm")
+print(f"share of it reached at width {widths[2]} nm: {shares[2]:.5f}")
 print(f"moved stationary points: extra {extra*1e6:.2f}, law {predicted*1e6:.2f} ueV")
 print(f"upper half of barrier begins at x = {edge:.4f} nm")
```

After the repair:

```
barrier 1.00 eV, site distance 0.40 nm, T 600 K
kT 0.05170 eV, barrier/kT 19.34, mass 35.5 u
curvature: well 200, saddle 100 eV/nm2
ripple A: 5.0 meV, wavelength 0.08 nm
softening B: depth 0.2 eV, power 4
equilibrium force RMSE A: 0.2716 eV/nm = 27.16 meV/angstrom
equilibrium force RMSE B: 0.0290 eV/nm = 2.90 meV/angstrom
RMSE ratio A/B: 9.37
equilibrium force MAE A, B: 0.2428, 0.0248 eV/nm
barrier error A: +0.0100 eV
barrier error B: -0.1990 eV
hop rate, reference: 1.463e+04 1/s, waiting time 68.3 us
hops expected in 1 ns: 1.46e-05
rate ratio to reference A, B: 0.869, 47.19
factor A at 300 K: 8.548e+06 nm (law off by 0.50 %)
factor A at 600 K: 767.1 nm (law off by 1.03 %)
factor A at 1200 K: 8.722 nm (law off by 2.23 %)
guarantee from RMSE at 600 K, A: 208.4 eV
guarantee from RMSE at 600 K, B: 22.2 eV
least RMSE hiding 0.2 eV: formula 2.6071e-04 eV/nm
least RMSE hiding 0.2 eV: minimised 2.6071e-04 eV/nm
RMSE needed to guarantee 0.05 eV: 6.52e-05 eV/nm
factor for mean absolute error: 2.044e+07 nm
share of it reached at width 0.001 nm: 0.99968
moved stationary points: extra 75.26, law 75.85 ueV
upper half of barrier begins at x = -0.1082 nm
share of softening error built up there: 93.75 %
equilibrium weight of upper half: 1.071e-05
frames expected there out of 10000: 0.107
chance of none: 0.898; sampled, 200 sets: 0.885
sampled RMSE A, all sets: 0.2717 eV/nm
sampled RMSE B, all sets: 0.0290 eV/nm
median RMSE B of one set: 0.0288 eV/nm
path force RMSE A, B: 0.2777, 1.3807 eV/nm
path guarantee A, B: 0.0555, 0.2761 eV
path frames in mixed set: 10 %
mixed-set RMSE A, B: 0.2722, 0.4375 eV/nm
mixed-set factor: 0.5596 nm, simple bound 0.6325 nm
mixed guarantee A, B: 0.1722, 0.2767 eV
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-01: RMSE 1.864 eV/nm
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-03: RMSE 1.076 eV/nm
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-06: RMSE 0.761 eV/nm
neglected: tunnelling factor 1.0018
neglected: zero-point energy in well 7.67 meV
neglected: quantum/classical variance in well 1.0073
neglected: fourfold looser saddle = 0.0717 eV free energy
  then RMSE A, B: 0.2722, 0.0301 eV/nm
  then weight of upper half: 2.264e-05
no test failed
```
